Constriction Resistance of Periodic Isothermal Gate Fingers by Conformal Mapping

Gate fingers 0.5 µm wide, repeated every 30 µm, cover one sixtieth of the surface of a substrate 100 µm thick. If the whole surface were heated evenly, the substrate would have a thermal resistance of 10.10 K mm/W. Forcing the same heat through one sixtieth of the surface raises this to 13.61 K mm/W, an increase of about a third. Why does so severe a narrowing cost so little?

**1. The simple case: a fully covered surface**

Let x run across the fingers and y downward from the surface. The substrate is homogeneous and isotropic, with constant conductivity k, and the state is steady. The fingers are long, so nothing varies along them. Each has width w, pitch s and temperature T_f, and delivers a power P' per unit length. The surface between fingers passes no heat.

For w = s the flux density is P'/s everywhere, and

T = T_f − P' y/(k s).

A substrate of thickness t on an isothermal base then has the resistance t/(k s). Its unit is K m/W, because P' is a power per length; a finger of length L has this value divided by L. In the example k = 3.3 W/(cm K) = 330 W/(m K), so

t/(k s) = 100/(330 × 30) K m/W = 10.10 K mm/W.

**2. What a narrower finger adds**

Now let w < s, with a deep substrate. By symmetry no heat crosses the planes x = ±s/2, so one period suffices. Let T̄(y) be the average of T over this period. Averaging Laplace's equation gives

d²T̄/dy² = −(1/s) [∂T/∂x] = 0,

where the bracket is the difference between x = s/2 and x = −s/2, and both terms vanish. The mean temperature is therefore linear in depth. All the power P' crosses every depth, so −k s dT̄/dy = P', and

T̄(y) = T̄(0) − P' y/(k s).

The constriction resistance is defined as

R_c = [T_f − T̄(0)]/P'.

It is the excess of the finger temperature over the mean surface temperature, per unit P'. Far down, where T no longer depends on x, the same R_c is read from the linear profile extrapolated back to the surface.

**3. Opening the half-strip and closing it again**

The region is the half-strip |x| < s/2, y > 0. Its difficulty is that one edge is part isothermal, part adiabatic. A conformal map can move the adiabatic part to the sides.

With z = x + iy,

sin(πz/s) = sin(πx/s) cosh(πy/s) + i cos(πx/s) sinh(πy/s).

The imaginary part is positive inside the half-strip. Each line of constant y becomes the upper half of an ellipse with semi-axes cosh(πy/s) and sinh(πy/s). These half-ellipses fill the upper half-plane once. The surface becomes the segment [−1, 1], the sides become the rest of the real axis, and the finger becomes [−a, a] with

a = sin(πw/2s).

Dividing by a stretches the finger to [−1, 1]. The inverse of the first map then returns the half-plane to a half-strip in a new variable ω = u + iv:

sin(πω/s) = sin(πz/s)/a.

The finger is now the entire end, v = 0 and |u| < s/2. The gaps and the old sides together form the new sides u = ±s/2. In this strip we are back at the simple case, which suggests

T = T_f − C v.

Each requirement can be checked:

- v is the imaginary part of an analytic function, so it satisfies Laplace's equation.
- On the finger v = 0, hence T = T_f.
- The Cauchy–Riemann equations are ∂u/∂x = ∂v/∂y and ∂u/∂y = −∂v/∂x. In a gap u is constant along x, so ∂v/∂y = 0. On a side u is constant along y, so ∂v/∂x = 0. No heat crosses either.

The heat entering the substrate fixes C. The downward flux density is −k ∂T/∂y = kC ∂v/∂y = kC ∂u/∂x, so

P' = kC ∫ (∂u/∂x) dx = kC [u(w/2) − u(−w/2)] = kC s.

Hence C = P'/(k s).

**4. Reading off the resistance**

Write the sine as

sin(πz/s) = [exp(iπz/s) − exp(−iπz/s)]/(2i).

For large y the first exponential is small and the second has magnitude exp(πy/s). The same holds for ω at large v. Equating the magnitudes of the dominant terms in sin(πz/s) = a sin(πω/s) gives

exp(πy/s) = a exp(πv/s),

v = y + (s/π) ln(1/a).

Putting this into T = T_f − P' v/(k s),

T = T_f − P' y/(k s) − P' ln(1/a)/(πk).

The last term is the offset R_c P', so

R_c = ln(1/sin(πw/2s))/(πk).

For the example πw/2s = π/120, a = 0.026177 and ln(1/a) = 3.6429. Therefore

R_c = 3.6429/(π × 330) K m/W = 3.514 × 10⁻³ K m/W = 3.514 K mm/W.

A separate numerical solution used no conformal map. It expanded the unknown finger flux in Chebyshev polynomials with the edge singularity built in, summed the Fourier modes of the substrate, and required a constant finger temperature. For w/s = 0.0083, 0.2, 0.5 and 0.9 its values of k R_c differed from the formula by at most 2.4 × 10⁻⁸ in absolute terms.

**5. Two limits, and the answer to the opening question**

For a narrow finger sin(πw/2s) ≈ πw/2s, and

R_c ≈ ln(2s/πw)/(πk).

This gives 3.5137 K mm/W in the example, against 3.5138 from the full formula. To see where the logarithm comes from, consider heat spreading through half-cylinders. A shell of radius r has area πr per unit length and adds dr/(πk r). Integrating from r₁ to r₂ gives ln(r₂/r₁)/(πk). The choice r₁ = w/4 and r₂ = s/2π reproduces the narrow-finger result.

In this half-cylinder picture, each doubling of the radius costs the same resistance. The crowding is severe near the finger, but the distance over which it lasts is correspondingly short. This is why a surface fraction of one sixtieth does not multiply the resistance by sixty. It is also why widening the finger brings modest relief: doubling w at fixed s lowers R_c from 3.51 to 2.85 K mm/W, a step of ln 2/(πk).

For a nearly covered surface let g = s − w be the gap. Then sin(πw/2s) = cos(πg/2s) ≈ 1 − (πg/2s)²/2, and −ln(1 − ε) ≈ ε gives

R_c ≈ π g²/(8k s²).

It vanishes at g = 0, as the first section requires, and does so quadratically.

**6. Where the heat leaves the finger**

Differentiating sin(πz/s) = a sin(πω/s) with respect to z gives

cos(πz/s) = a cos(πω/s) dω/dz.

On the finger a cos(πω/s) = √(a² − sin²(πx/s)), and dω/dz = ∂u/∂x there. The flux density is therefore

q(x) = (P'/s) cos(πx/s)/√(a² − sin²(πx/s)).

It diverges at the edges as an inverse square root, which is integrable. At the centre it is P'/(s a). With P' = 3 W/mm this is 382 kW/cm², whereas the same power spread evenly over the finger would give 600 kW/cm². An isothermal finger sends less heat through its middle and more through its edges.

**7. Generalization: a substrate of finite thickness**

The deep-substrate result has so far been added to t/(k s) without proof. To find the error, expand the flux in one period:

q(x) = (P'/s)[1 + 2 Σ Qₙ cos(αₙx)], αₙ = 2πn/s, Qₙ = (1/P') ∫ q cos(αₙx) dx.

With an isothermal base at y = t, the nth temperature mode varies as sinh(αₙ(t − y)). Its surface amplitude Tₙ obeys kαₙ coth(αₙt) Tₙ = 2P'Qₙ/s, so

Tₙ = P' Qₙ tanh(αₙt)/(πk n).

The flux-weighted mean of T − T̄(0) over the finger, per unit P', is then

F = Σ Qₙ² tanh(αₙt)/(πk n).

For the isothermal flux, F is the constriction resistance of the slab. It is also stationary there. A change δq with zero total changes F by (2/P'²) ∫ δq [T − T̄(0)] dx, and the bracket is constant on the finger, so the integral vanishes. To first order we may therefore keep the deep-substrate flux and change the hyperbolic tangent alone.

The leading change comes from n = 1, where tanh(α₁t) ≈ 1 − 2 exp(−4πt/s). To find Q₁, set sin(πx/s) = a sin φ with φ = πu/s. Since q dx = (P'/s) du = P' dφ/π, the heat is uniform in φ from −π/2 to π/2. The mean of sin²φ is 1/2, and

Q₁ = mean of (1 − 2a² sin²φ) = 1 − a² = cos²(πw/2s).

Hence, to leading order for a thick slab,

R_total = t/(k s) + R_c − (2/πk) cos⁴(πw/2s) exp(−4πt/s).

The correction was tested against an exact elliptic-function map of the slab at w/s = 0.3 and t/s = 1.5; the two agreed to better than one part in 10⁵ of the correction itself. In the example it changes k R_total by −4 × 10⁻¹⁹, which is negligible. The formula is meant for thick slabs. It fails as t/s tends to zero, where the true resistance vanishes but the formula in general does not.

The example now gives

R_total = 10.101 + 3.514 = 13.615 K mm/W.

At 3 W/mm the slab contributes 30.3 K and the constriction 10.5 K, in all 40.8 K above the bottom of the die.

**8. Another source condition: uniform flux**

A heated channel need not be isothermal. The modes of section 7 for a deep substrate can be summed with Σ cos(nθ)/n = −ln|2 sin(θ/2)|. For a flux symmetric about x = 0,

T(x,0) − T̄(0) = −(1/πk) ∫ q(x') ln|2 sin(π(x − x')/s)| dx'.

For w ≪ s the logarithm becomes ln(2π|x − x'|/s). Take q = P'/w. At the centre, the mean of ln|x'| over the finger is ln(w/2) − 1, so

R_centre = [1 − ln(πw/s)]/(πk).

For the mean finger temperature, averaging ln|x − x'| over both positions gives ln w − 3/2, so

R_mean = [3/2 − ln(2πw/s)]/(πk).

Subtracting ln(2s/πw)/(πk) leaves excesses of (1 − ln 2)/(πk) at the centre and (3/2 − ln 4)/(πk) in the mean. In the example these are 0.30 and 0.11 K mm/W, or about 8 % and 3 % of R_c. The isothermal assumption thus matters little to the mean and somewhat more to the peak.

**9. Other materials: anisotropy and k(T)**

If the conductivities are k_x across the fingers and k_y in depth, the equation is k_x ∂²T/∂x² + k_y ∂²T/∂y² = 0. The stretched depth Y = y√(k_x/k_y) restores Laplace's equation, so T = T_f − C v(x,Y). The flux now carries the factor k_y√(k_x/k_y) = √(k_x k_y), and therefore C = P'/(s√(k_x k_y)). The far field is

T = T_f − P' y/(k_y s) − P' ln(1/a)/(π√(k_x k_y)).

The slab term keeps k_y, while the constriction contains the geometric mean. With k_y held at 3.3 W/(cm K) and a rough ratio k_x/k_y = 1.3, R_c falls from 3.51 to 3.08 K mm/W.

If k falls with temperature, define

θ = ∫ [k(T')/k₀] dT', from the base temperature T₀ to T.

Then k∇T = k₀∇θ, so θ obeys Laplace's equation. Isothermal and adiabatic boundaries remain so, and the linear result gives θ at the finger: θ_f = R_total P' = 40.84 K. For k = k₀(T/T₀)^(−p),

θ = [T₀/(p − 1)] [1 − (T/T₀)^(1−p)],

T_f = T₀ [1 − (p − 1)θ_f/T₀]^(−1/(p−1)).

With T₀ = 350 K and a rough p = 1.3, T_f = 394.1 K. The rise is 44.1 K, about 8 % above the constant-k value. Here k₀ = 3.3 W/(cm K) belongs to 350 K. If that figure held at 300 K instead, the same exponent would give 2.7 W/(cm K) at 350 K and increase the constant-k rise by 22 %.

**10. Beside a real device**

The numbers are rough typical values for a 4H-SiC radio-frequency MESFET on its native substrate. That choice matters: most of the logarithm is collected close to the finger, so a poorly conducting foreign layer there would invalidate a single k. The width w, which transistor data sheets call the gate length, is itself uncertain, because the heat is released in the channel and the heated region need not coincide with the gate; section 5 shows the effect of doubling it.

The assumption of endless periodicity moves the result further. Consider ten fingers, each 300 µm long, whose power is spread over a block 300 µm square on a laterally unbounded slab. Mirror images in the adiabatic top and isothermal base give, for a point source of unit power at surface distance r,

T = (1/2πk)[1/r + 2 Σ (−1)ʲ/√(r² + (2jt)²)], j = 1, 2, …

Integrated over the block, this yields 0.864 of the one-dimensional slab rise at the centre and 0.459 at the middle of an edge. The slab contribution is then about 26 K at the centre instead of 30 K, and about 14 K at the edge of the block, which lies half a pitch beyond the centre of the last finger. At equal power the outer fingers run cooler, and every finger is cooler near its ends. The periodic formula therefore describes the inner fingers best, near the middle of their length.

Fourier's law is also strained near a narrow source. In a grey phonon model, k = C_v v_p ℓ/3 with a rough heat capacity C_v = 2.3 J/(cm³ K) and velocity v_p = 8 km/s gives a mean free path ℓ = 54 nm, about a tenth of w. Emission from the finger carries C_v v_p ΔT/4 per unit area, which suggests an added resistance 4/(C_v v_p w) = 0.43 K mm/W, about 12 % of R_c. This figure is neither an upper nor a lower bound. Within the grey model, a finger nine mean free paths wide is closer to the diffusive case, where the temperature jump is about 0.71 ℓ times the gradient and the addition is nearer 0.3 K mm/W. But a single mean free path cannot represent the real spread. In a good conductor such as SiC much of the heat is carried by phonons whose mean free paths are comparable to w or longer, and the addition can then be several times the grey figure. For a sub-micron source, the Fourier value of R_c is best read as a lower estimate.

Finally, all rises here are measured from the bottom of the die. A die attach 20 µm thick with 0.57 W/(cm K), both rough values, would add 11.7 K mm/W in one-dimensional flow. Under the finite block above, heat also spreads sideways in the die; with an isothermal surface beneath the attach, the addition at the block centre is then less than half of this. R_c describes the local crowding under the fingers; a channel temperature also needs the package beneath them. The full set of values is in the numerical output.

Table of computed values

```
Largest formula-Fourier difference in k*Rc: 2.4e-08
Finger/pitch ratios tested: 0.0083, 0.2000, 0.5000, 0.9000
Finger width w: 0.5 um; pitch s: 30.0 um
Substrate thickness t: 100.0 um
Conductivity k at die-bottom temperature: 3.3 W/(cm K)
Die-bottom temperature: 350.0 K; power: 3.0 W/mm
a = sin(pi w/2s): 0.026177; ln(1/a): 3.6429
Constriction resistance, formula: 3.5138 K mm/W
Constriction resistance, Fourier: 3.5138 K mm/W
Constriction, narrow-finger limit: 3.5137 K mm/W
Constriction resistance: 3.514e-03 K m/W
Constriction with w doubled: 2.846 K mm/W
Slab resistance t/(k s): 10.101 K mm/W
Total resistance: 13.615 K mm/W
Constriction share of total: 25.8 %
Constriction rise: 10.54 K
Slab rise: 30.30 K
Total rise, constant k: 40.84 K
Flux at finger centre, isothermal: 382 kW/cm2
Flux if uniform over finger: 600 kW/cm2
Sizes of neglected effects:
Finite-thickness correction to k*R: -4.1e-19
Uniform flux, added mean resistance: 0.110 K mm/W
Uniform flux, added peak resistance: 0.296 K mm/W
Rough exponent p in k ~ T^-p: 1.3
Total rise with k(T): 44.15 K
Finger temperature with k(T): 394.1 K
Rough lateral/vertical conductivity ratio: 1.3
Constriction with anisotropy: 3.082 K mm/W
Block: 10 fingers, each 300.0 um long
Slab rise at block centre / 1D value: 0.864
Slab rise at mid-edge of block / 1D value: 0.459
Rough heat capacity: 2.3 J/(cm3 K)
Rough phonon velocity: 8.0 km/s
Grey phonon mean free path: 54 nm
Grey phonon emission resistance: 0.43 K mm/W
Rough die attach: 20.0 um, 0.57 W/(cm K)
Die-attach resistance, 1D: 11.7 K mm/W
```
